# Astigmatism and the focus separation of horizontal and vertical gratings: a numerical check

```python
"""
Result under test: a wavefront error W = a rho^2 cos(2 theta) separates the
paraxial best focuses of vertical and horizontal three-beam gratings by
    separation = 4 a / NA^2,
whatever the pitch and the wavelength.
Symbols: a = astigmatism coefficient (path length, nm), rho = pupil radius
(1 at the edge), theta = pupil angle from x, NA = numerical aperture,
z = wafer-plane position along the propagation direction (nm),
g = pupil radius of the first diffraction orders = wavelength/(pitch NA).
Vertical lines are periodic along x, horizontal lines along y.
Images are built from plane waves; best focus is found by maximisation.
"""
import numpy as np
from scipy.integrate import dblquad
from scipy.optimize import brentq, minimize_scalar

NA = 0.33
WAVELENGTH = 13.5      # nm
PITCH = 64.0           # nm, equal lines and spaces
ASTIG = 0.5            # nm
VERTICAL = (1.0, 0.0)      # direction of periodicity
HORIZONTAL = (0.0, 1.0)
ON_AXIS = np.zeros((1, 2))


def disc_source(sigma):
    """Uniform disc of source points, symmetric under inversion."""
    steps = np.arange(-10, 11) / 10.0
    sx, sy = np.meshgrid(steps, steps)
    keep = sx**2 + sy**2 <= 1.0
    return sigma * np.column_stack([sx[keep], sy[keep]])


def image(x, z, direction, pitch=PITCH, wavelength=WAVELENGTH, astig=ASTIG,
          secondary=0.0, source=ON_AXIS, exact=False, mask_phase=0.0):
    """Intensity at positions x along the grating's periodic direction."""
    g = wavelength / (pitch * NA)
    field = np.zeros((len(source), len(x)), dtype=complex)
    for m in range(-3, 4):
        points = source + m * g * np.array(direction)
        rho = np.hypot(points[:, 0], points[:, 1])
        theta = np.arctan2(points[:, 1], points[:, 0])
        passes = rho <= 1.0 + 1e-9
        rho = np.minimum(rho, 1.0)
        path = (astig * rho**2 + secondary * (4 * rho**4 - 3 * rho**2)) \
            * np.cos(2 * theta)
        if exact:
            path = path + z * np.sqrt(1 - (NA * rho)**2)
        else:
            path = path + z * (1 - (NA * rho)**2 / 2)
        phase = 2 * np.pi * path / wavelength + (mask_phase if m else 0.0)
        amplitude = 0.5 * np.sinc(m / 2)
        wave = amplitude * passes * np.exp(1j * phase)
        field += wave[:, None] * np.exp(2j * np.pi * m * x / pitch)[None, :]
    return np.mean(np.abs(field)**2, axis=0)


def best_focus(direction, thickness=0.0, **options):
    """Focus that maximises the fundamental of the (depth-averaged) image."""
    pitch = options.get("pitch", PITCH)
    x = np.arange(16) * pitch / 16
    depths = np.linspace(0, thickness, 15) if thickness else [0.0]

    def negative_fundamental(z):
        mean_image = np.mean([image(x, z + d, direction, **options)
                              for d in depths], axis=0)
        return -2 * abs(np.mean(mean_image * np.exp(-2j * np.pi * x / pitch)))

    found = minimize_scalar(negative_fundamental, bounds=(-40, 40),
                            method="bounded", options={"xatol": 1e-7})
    return found.x


def separation(**options):
    return best_focus(VERTICAL, **options) - best_focus(HORIZONTAL, **options)


def log_slope(z, direction):
    """Normalised image log-slope at the nominal line edge."""
    h = 1e-3
    left, mid, right = image(PITCH / 4 + np.array([-h, 0, h]), z, direction)
    return PITCH / 2 * abs(right - left) / (2 * h) / mid


# Main result: both focuses, their separation, and what it depends on
g = WAVELENGTH / (PITCH * NA)
formula = 4 * ASTIG / NA**2
z_v, z_h = best_focus(VERTICAL), best_focus(HORIZONTAL)
assert abs(z_v - 2 * ASTIG / NA**2) < 1e-3
assert abs(z_h + 2 * ASTIG / NA**2) < 1e-3
assert abs((z_v - z_h) - formula) < 1e-3
assert 17.5 < z_v - z_h < 18.5
for other_pitch in (44.0, 56.0, 80.0):
    assert abs(separation(pitch=other_pitch) - formula) < 1e-3
assert abs(separation(wavelength=27.0, pitch=128.0) - formula) < 1e-3
assert abs(separation(astig=0.25) - formula / 2) < 1e-3
diagonal = best_focus((np.sqrt(0.5), np.sqrt(0.5)))
assert abs(diagonal) < 1e-3

# The whole image is even about best focus and is unaberrated there
x_fine = np.linspace(0, PITCH, 101)
exact_z_v = 2 * ASTIG / NA**2
for source in (ON_AXIS, disc_source(0.25), disc_source(0.8)):
    before = image(x_fine, exact_z_v - 25, VERTICAL, source=source)
    after = image(x_fine, exact_z_v + 25, VERTICAL, source=source)
    ideal = image(x_fine, 0.0, VERTICAL, astig=0.0, source=source)
    focused = image(x_fine, exact_z_v, VERTICAL, source=source)
    wrong = image(x_fine, exact_z_v, HORIZONTAL, source=source)
    assert np.max(abs(before - after)) < 1e-10
    assert np.max(abs(focused - ideal)) < 1e-10
    assert np.max(abs(wrong - ideal)) > 1e-3
    assert abs(separation(source=source) - formula) < 1e-3

# Three-beam intensity and log-slope against their closed forms
a0, a1 = 0.5, 1 / np.pi
for z in (-30.0, 0.0, 20.0):
    phi = 2 * np.pi / WAVELENGTH * g**2 * (ASTIG - z * NA**2 / 2)
    c = np.cos(2 * np.pi * x_fine / PITCH)
    closed = a0**2 + 4 * a0 * a1 * np.cos(phi) * c + 4 * a1**2 * c**2
    assert np.max(abs(image(x_fine, z, VERTICAL) - closed)) < 1e-10
    assert abs(log_slope(z, VERTICAL) - 8 * np.cos(phi)) < 1e-5

# Cost of the separation: compromise focus and common focus range
phi_mid = 2 * np.pi / WAVELENGTH * ASTIG * g**2
peak = log_slope(z_v, VERTICAL)
mid = log_slope(0.0, VERTICAL)
assert abs(mid / peak - np.cos(phi_mid)) < 1e-6


def focus_limits(direction, centre):
    def excess(z):
        return log_slope(z, direction) / peak - 0.9
    return (brentq(excess, centre - 80, centre),
            brentq(excess, centre, centre + 80))


low_v, high_v = focus_limits(VERTICAL, z_v)
low_h, high_h = focus_limits(HORIZONTAL, z_h)
single_range = high_v - low_v
common_range = min(high_v, high_h) - max(low_v, low_h)
range_formula = 2 * np.arccos(0.9) * PITCH**2 / (np.pi * WAVELENGTH)
assert abs(single_range - range_formula) < 1e-2
assert abs(common_range - (range_formula - formula)) < 1e-2

# Coefficient convention: rms of rho^2 cos(2 theta) over the pupil
mean_square = dblquad(lambda r, t: (r**2 * np.cos(2 * t))**2 * r,
                      0, 2 * np.pi, 0, 1)[0] / np.pi
rms_factor = np.sqrt(mean_square)
assert abs(rms_factor - 1 / np.sqrt(6)) < 1e-8
separation_if_normalised = separation(astig=ASTIG / rms_factor)
assert abs(separation_if_normalised - np.sqrt(6) * formula) < 1e-3

# Neglected: exact propagation
edge_pitch = WAVELENGTH / NA
exact_separation = {}
for p in (edge_pitch, PITCH, 80.0):
    cos_beta = np.sqrt(1 - (WAVELENGTH / p)**2)
    exact_separation[p] = separation(pitch=p, exact=True)
    assert abs(exact_separation[p]
               - 2 * ASTIG * (1 + cos_beta) / NA**2) < 1e-3
exact_small = separation(source=disc_source(0.25), exact=True)
exact_large = separation(source=disc_source(0.8), exact=True)
for value in (exact_small, exact_large):
    assert formula * np.sqrt(1 - NA**2) < value < formula

# Neglected: mask phase between zeroth and first orders
MASK_PHASE = 0.1       # rad, assumed
mask_shift = best_focus(VERTICAL, mask_phase=MASK_PHASE) - z_v
shift_per_rad = PITCH**2 / (np.pi * WAVELENGTH)
assert abs(mask_shift - MASK_PHASE * shift_per_rad) < 1e-3
assert abs(separation(mask_phase=MASK_PHASE) - formula) < 1e-3

# Neglected: secondary astigmatism (4 rho^4 - 3 rho^2) cos(2 theta)
SECONDARY = 0.1        # nm, assumed
secondary_change = separation(secondary=SECONDARY) - (z_v - z_h)
assert abs(secondary_change
           - 4 * SECONDARY * (4 * g**2 - 3) / NA**2) < 1e-3

# Neglected: resist thickness (uniform average, index 1, no absorption)
THICKNESS = 35.0       # nm, assumed
thick_v = best_focus(VERTICAL, thickness=THICKNESS)
thick_h = best_focus(HORIZONTAL, thickness=THICKNESS)
assert abs((thick_v - thick_h) - formula) < 1e-3
assert abs((thick_v - z_v) + THICKNESS / 2) < 1e-3

print(f"numerical aperture NA: {NA:.2f}")
print(f"wavelength: {WAVELENGTH:.1f} nm")
print(f"pitch: {PITCH:.0f} nm")
print(f"astigmatism coefficient a: {ASTIG:.1f} nm")
print(f"NA squared: {NA**2:.4f}")
print(f"first-order pupil radius g: {g:.3f}")
print(f"g squared: {g**2:.4f}")
print(f"smallest three-beam pitch: {edge_pitch:.1f} nm")
print(f"best focus, vertical lines (numerical): {z_v:+.2f} nm")
print(f"best focus, horizontal lines (numerical): {z_h:+.2f} nm")
print(f"separation (numerical): {z_v - z_h:.2f} nm")
print(f"separation 4a/NA^2: {formula:.2f} nm")
print(f"best focus, 45 degree lines: {abs(diagonal):.2f} nm")
print(f"phase at z = 0: {phi_mid:.4f} rad")
print(f"log-slope at best focus: {peak:.3f}")
print(f"log-slope at z = 0: {mid:.3f}")
print(f"log-slope loss at z = 0: {100 * (1 - mid / peak):.2f} %")
print(f"90% log-slope focus range, one orientation: {single_range:.1f} nm")
print(f"90% log-slope focus range, both: {common_range:.1f} nm")
print(f"rms wavefront error of the term: {ASTIG * rms_factor:.3f} nm")
print(f"separation if a were rms-normalised: "
      f"{separation_if_normalised:.1f} nm")
print(f"exact propagation, 64 nm pitch: {exact_separation[PITCH]:.2f} nm")
print(f"exact propagation, 80 nm pitch: {exact_separation[80.0]:.2f} nm")
print(f"exact propagation, smallest pitch: "
      f"{exact_separation[edge_pitch]:.2f} nm")
print(f"exact propagation, disc source 0.25: {exact_small:.2f} nm")
print(f"exact propagation, disc source 0.8: {exact_large:.2f} nm")
print(f"assumed mask phase difference: {MASK_PHASE:.1f} rad")
print(f"focus shift per radian of mask phase: {shift_per_rad:.1f} nm/rad")
print(f"focus shift from mask phase: {mask_shift:.2f} nm")
print(f"assumed secondary astigmatism: {SECONDARY:.1f} nm")
print(f"separation change from it: {secondary_change:+.2f} nm")
print(f"assumed resist thickness: {THICKNESS:.0f} nm")
print(f"common focus shift from thickness: {thick_v - z_v:+.1f} nm")
print(f"separation with thick resist: {thick_v - thick_h:.2f} nm")
print("all assertions hold")
```

Running it gives:

```
numerical aperture NA: 0.33
wavelength: 13.5 nm
pitch: 64 nm
astigmatism coefficient a: 0.5 nm
NA squared: 0.1089
first-order pupil radius g: 0.639
g squared: 0.4086
smallest three-beam pitch: 40.9 nm
best focus, vertical lines (numerical): +9.18 nm
best focus, horizontal lines (numerical): -9.18 nm
separation (numerical): 18.37 nm
separation 4a/NA^2: 18.37 nm
best focus, 45 degree lines: 0.00 nm
phase at z = 0: 0.0951 rad
log-slope at best focus: 8.000
log-slope at z = 0: 7.964
log-slope loss at z = 0: 0.45 %
90% log-slope focus range, one orientation: 87.1 nm
90% log-slope focus range, both: 68.8 nm
rms wavefront error of the term: 0.204 nm
separation if a were rms-normalised: 45.0 nm
exact propagation, 64 nm pitch: 18.16 nm
exact propagation, 80 nm pitch: 18.23 nm
exact propagation, smallest pitch: 17.85 nm
exact propagation, disc source 0.25: 18.07 nm
exact propagation, disc source 0.8: 17.94 nm
assumed mask phase difference: 0.1 rad
focus shift per radian of mask phase: 96.6 nm/rad
focus shift from mask phase: 9.66 nm
assumed secondary astigmatism: 0.1 nm
separation change from it: -5.02 nm
assumed resist thickness: 35 nm
common focus shift from thickness: -17.5 nm
separation with thick resist: 18.37 nm
all assertions hold
```
